# Dirac-Hartree-Fock for helium and neon versus first-order relativistic shifts: a numerical check

```python
"""
Result under test, for closed-shell atoms with Coulomb repulsion only:
  E_DHF - E_HF = E_MV + E_D1 + E_D2 + O(c^-4)
E_DHF, E_HF : Dirac-Hartree-Fock and nonrelativistic Hartree-Fock energies
E_MV : mass-velocity term           -<p^4>/(8 c^2)
E_D1 : electron-nucleus Darwin term  pi Z rho(0)/(2 c^2)
E_D2 : electron-electron Darwin term -(pi/c^2) <sum_{i<j} delta(r_ij)>
P, Q : large and small radial functions; kappa : Dirac angular quantum number
Hartree atomic units; rest energy subtracted; c = 1/(fine-structure constant).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh, block_diag
from scipy.special import erf
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

C = 1.0 / constants.fine_structure
BOHR = constants.physical_constants["Bohr radius"][0]
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
HARTREE_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


class Grid:
    """Graded elements with Gauss points, B-splines and Coulomb kernels.
    repeat: multiplicity of the interior knots, i.e. splines per element."""

    def __init__(self, Z, ratio=1.5, r_max=40.0, points=10, degree=8,
                 repeat=2):
        first = 1e-3 / Z
        count = int(np.ceil(np.log(r_max / first) / np.log(ratio))) + 1
        edges = np.concatenate([[0.0], np.geomspace(first, r_max, count)])
        x, wx = leggauss(points)
        half = np.diff(edges) / 2
        self.r = (edges[:-1, None] + half[:, None] * (x + 1)).ravel()
        self.w = (half[:, None] * wx).ravel()
        # integrals of the interpolating polynomials from -1 to each node
        leg = legvander(x, points)
        previous = np.hstack([-np.ones((points, 1)), leg[:, :points - 1]])
        partial = (leg[:, 1:] - previous) / 2 @ (leg[:, :points]
                                                 * wx[:, None]).T
        element = np.repeat(np.arange(len(half)), points)
        inner = np.where(element[:, None] > element[None, :], self.w, 0.0)
        for e, h in enumerate(half):
            block = slice(e * points, (e + 1) * points)
            inner[block, block] = h * partial
        outer = self.w[None, :] - inner
        r = self.r
        self.kernel = [inner * r[None, :]**k / r[:, None]**(k + 1)
                       + outer * r[:, None]**k / r[None, :]**(k + 1)
                       for k in range(3)]
        knots = np.concatenate([np.zeros(degree + 1),
                                np.repeat(edges[1:-1], repeat),
                                np.full(degree + 1, edges[-1])])
        n = len(knots) - degree - 1
        spline = BSpline(knots, np.eye(n), degree)
        value, slope, second = (spline(r, nu) for nu in range(3))
        slope0 = spline(0.0, 1)
        self.basis, self.second, self.slope0 = {}, {}, {}
        for l in (0, 1):
            keep = slice(l + 1, n - 1)
            self.basis[l] = (value[:, keep], slope[:, keep])
            self.second[l] = second[:, keep]
            self.slope0[l] = slope0[keep]


def exchange_weights(ka, kb):
    ja, jb = (Rational(2 * abs(k) - 1, 2) for k in (ka, kb))
    half = Rational(1, 2)
    found = []
    for k in range(3):
        if (orbital_l(ka) + orbital_l(kb) + k) % 2 == 0 \
                and abs(ja - jb) <= k <= ja + jb:
            found.append((k, float(wigner_3j(ja, k, jb, half, 0, -half)**2)))
    return found


WEIGHTS = {(a, b): exchange_weights(a, b)
           for a in (-1, 1, -2) for b in (-1, 1, -2)}


def solve(grid, basis, shells, Z, c=None, v_nuc=None, interacting=True,
          cycles=24):
    """Self-consistent field; c=None gives nonrelativistic Hartree-Fock.
    shells: list of (kappa, index of the root within that kappa)."""
    r, w = grid.r, grid.w
    v_nuc = -Z / r if v_nuc is None else v_nuc
    start = v_nuc + (Z - 1) * (1 - np.exp(-1.5 * r)) / r
    sets = {}

    def local(g, s, v):
        wv = (w * v)[:, None]
        return block_diag(g.T @ (wv * g), s.T @ (wv * s))

    for kappa in sorted({shell[0] for shell in shells}):
        g, dg = basis[orbital_l(kappa)]
        norm = np.sqrt(w @ g**2)
        g, dg = g / norm, dg / norm
        d = dg + kappa * g / r[:, None]
        if c is None:
            s = np.zeros((len(r), 0))
            kinetic = d.T @ (w[:, None] * d) / 2
        else:
            s = d / np.sqrt(w @ d**2)
            cross = c * d.T @ (w[:, None] * s)
            rest = -2 * c**2 * s.T @ (w[:, None] * s)
            kinetic = np.block([[np.zeros((g.shape[1],) * 2), cross],
                                [cross.T, rest]])
        sets[kappa] = dict(g=g, s=s, norm=norm,
                           one=kinetic + local(g, s, v_nuc),
                           metric=local(g, s, np.ones_like(r)),
                           fock=kinetic + local(g, s, start))
    # exchange kernels, weighted for quadrature in both radii
    swap = {}
    if interacting:
        for ka in sets:
            for kb in sets:
                swap[ka, kb] = w[:, None] * sum(
                    2 * abs(kb) * weight * grid.kernel[k]
                    for k, weight in WEIGHTS[ka, kb])
    energy = 0.0
    for _ in range(cycles):
        roots = {k: eigh(b["fock"], b["metric"])[1] for k, b in sets.items()}
        orbitals = []
        for kappa, index in shells:
            b = sets[kappa]
            vec = roots[kappa][:, b["s"].shape[1] + index]
            n = b["g"].shape[1]
            orbitals.append((kappa, vec, b["g"] @ vec[:n], b["s"] @ vec[n:]))
        density = sum(2 * abs(k) * (P**2 + Q**2) for k, _, P, Q in orbitals)
        direct = grid.kernel[0] @ density
        products = {}
        for kb in sets:
            P = np.column_stack([o[2] for o in orbitals if o[0] == kb])
            Q = np.column_stack([o[3] for o in orbitals if o[0] == kb])
            products[kb] = (P @ P.T, P @ Q.T, Q @ Q.T)
        new = {}
        for kappa, b in sets.items():
            f = b["one"].copy()
            if interacting:
                g, s = b["g"], b["s"]
                f += local(g, s, direct)
                PP, PQ, QQ = (sum(swap[kappa, kb] * products[kb][i]
                                  for kb in sets) for i in range(3))
                mixed = g.T @ (PQ @ s)
                f -= np.block([[g.T @ (PP @ g), mixed],
                               [mixed.T, s.T @ (QQ @ s)]])
            new[kappa] = (f + f.T) / 2
        old_energy = energy
        energy = sum(abs(k) * (v @ (sets[k]["one"] + new[k]) @ v)
                     for k, v, _, _ in orbitals)
        for kappa, b in sets.items():
            b["fock"] = 0.3 * b["fock"] + 0.7 * new[kappa]
    assert abs(energy - old_energy) < 1e-8, "field not self-consistent"
    levels = [v @ new[k] @ v for k, v, _, _ in orbitals]
    raw = [v[:len(sets[k]["norm"])] / sets[k]["norm"]
           for k, v, _, _ in orbitals]
    return dict(energy=energy, levels=levels, raw=raw, density=density)


def first_order(grid, hf, shells, Z):
    """Mass-velocity, two Darwin terms and nuclear density from HF orbitals."""
    p4, slope_sum = 0.0, 0.0
    for (kappa, _), coefficients in zip(shells, hf["raw"]):
        l, q = orbital_l(kappa), 2 * abs(kappa)
        P = grid.basis[l][0] @ coefficients
        p2P = grid.second[l] @ coefficients - l * (l + 1) * P / grid.r**2
        p4 += q * (grid.w @ p2P**2)
        if l == 0:
            slope_sum += q * (grid.slope0[0] @ coefficients)**2
    mv = -p4 / (8 * C**2)
    d1 = Z * slope_sum / (8 * C**2)
    d2 = -(grid.w @ (hf["density"]**2 / grid.r**2)) / (16 * C**2)
    return mv, d1, d2, slope_sum / (4 * np.pi)


def bare_level_error(grid, shells, Z):
    """Largest deviation of bare-nucleus levels from the Dirac formula."""
    bare = solve(grid, grid.basis, shells, Z, C, interacting=False)
    worst = 0.0
    for (kappa, index), level in zip(shells, bare["levels"]):
        gamma = np.sqrt(kappa**2 - (Z / C)**2)
        n = index + orbital_l(kappa) + 1
        ratio = Z / C / (n - abs(kappa) + gamma)
        formula = C**2 * (1 / np.sqrt(1 + ratio**2) - 1)
        worst = max(worst, abs(level - formula))
    return worst


atoms = {"He": (2, [(-1, 0)]),
         "Ne": (10, [(-1, 0), (-1, 1), (1, 0), (-2, 0)])}
SCALE = 3.0
data = {}
for name, (Z, shells) in atoms.items():
    grid = Grid(Z)
    hf = solve(grid, grid.basis, shells, Z)
    dhf = solve(grid, grid.basis, shells, Z, C)
    far = solve(grid, grid.basis, shells, Z, SCALE * C)
    mv, d1, d2, rho0 = first_order(grid, hf, shells, Z)
    total = mv + d1 + d2
    shift = dhf["energy"] - hf["energy"]
    far_shift = far["energy"] - hf["energy"]
    data[name] = dict(grid=grid, hf=hf, dhf=dhf, mv=mv, d1=d1, d2=d2,
                      rho0=rho0, total=total, shift=shift,
                      rest=shift - total, scaled=SCALE**2 * far_shift,
                      far_rest=far_shift - total / SCALE**2)
    # the nonrelativistic limit of the full solution fixes the c^-2 term
    assert abs(SCALE**2 * far_shift / total - 1) < 1e-3
he, ne = data["He"], data["Ne"]
assert abs(he["dhf"]["energy"] + 2.861813) < 1e-6
assert abs(ne["dhf"]["energy"] + 128.6919) < 1e-4
# leaving out the electron-electron Darwin term must spoil the helium limit
assert abs((he["mv"] + he["d1"]) / he["scaled"] - 1) > 0.1
# what remains after first order falls as the fourth power of 1/c
rest_ratio = ne["rest"] / ne["far_rest"]
assert abs(rest_ratio / SCALE**4 - 1) < 0.1

# bare nucleus: closed Dirac formula for 1s, 2s, 2p1/2, 2p3/2
Z, shells = atoms["Ne"]
grid = ne["grid"]
bare_error = bare_level_error(grid, shells, Z)
simple_error = bare_level_error(Grid(Z, repeat=1), shells, Z)
assert bare_error < 1e-6, (bare_error, simple_error)

# coarser mesh
coarse = Grid(Z, ratio=1.7)
coarse_dhf = solve(coarse, coarse.basis, shells, Z, C)
coarse_hf = solve(coarse, coarse.basis, shells, Z)
mesh_change = abs(coarse_dhf["energy"] - ne["dhf"]["energy"])
mesh_first = abs(sum(first_order(coarse, coarse_hf, shells, Z)[:3])
                 - ne["total"])
assert mesh_change < 1e-6 and mesh_first < 1e-5, (mesh_change, mesh_first)

# extended nucleus with Gaussian charge of chosen rms radius
rms_fm = 3.0
rms = rms_fm * 1e-15 / BOHR
v_ext = -Z * erf(grid.r / (rms * np.sqrt(2 / 3))) / grid.r
extended = solve(grid, grid.basis, shells, Z, C, v_nuc=v_ext)
size_shift = extended["energy"] - ne["dhf"]["energy"]
size_formula = 2 * np.pi / 3 * Z * ne["rho0"] * rms**2
assert abs(size_shift / size_formula - 1) < 0.1, (size_shift, size_formula)

# the same small Gaussian basis in the radial solver and in PySCF
exponents = {0: 0.25 * 3.6**np.arange(8), 1: 0.25 * 3.6**np.arange(4)}
fine = Grid(Z, ratio=1.25)
gauss = {}
for l, zeta in exponents.items():
    rr = fine.r[:, None]
    g = rr**(l + 1) * np.exp(-zeta * rr**2)
    gauss[l] = (g, ((l + 1) / rr - 2 * zeta * rr) * g)
radial_hf = solve(fine, gauss, shells, Z)["energy"]
radial_dhf = solve(fine, gauss, shells, Z, C)["energy"]
mol = gto.M(atom="Ne 0 0 0", verbose=0, basis={
    "Ne": [[l, [float(z), 1.0]] for l in exponents for z in exponents[l]]})
reference = []
for method in (scf.RHF(mol), scf.DHF(mol)):
    method.conv_tol = 1e-9
    reference.append(method.kernel())
    assert method.converged
assert abs(radial_hf - reference[0]) < 5e-6, (radial_hf, reference[0])
assert abs(radial_dhf - reference[1]) < 5e-6, (radial_dhf, reference[1])

print(f"speed of light c = {C:.6f} a.u.")
for name, d in data.items():
    print(f"{name} HF energy = {d['hf']['energy']:.6f} hartree")
    print(f"{name} DHF energy, point nucleus = "
          f"{d['dhf']['energy']:.6f} hartree")
    print(f"{name} HF density at nucleus = {d['rho0']:.4f} bohr^-3")
    for label, key in (("mass-velocity", "mv"),
                       ("electron-nucleus Darwin", "d1"),
                       ("electron-electron Darwin", "d2"),
                       ("first-order sum", "total"),
                       ("DHF minus HF shift", "shift"),
                       ("remainder, shift minus sum", "rest"),
                       ("9 x shift with c tripled", "scaled")):
        print(f"{name} {label} = {d[key] * 1e6:.2f} microhartree")
    no_d2 = (d["mv"] + d["d1"]) * 1e6
    print(f"{name} sum without electron-electron part = "
          f"{no_d2:.2f} microhartree")
    print(f"{name} first-order sum / DHF shift = "
          f"{d['total'] / d['shift']:.5f}")
    print(f"{name} sum without e-e part / DHF shift = "
          f"{no_d2 / d['shift'] / 1e6:.5f}")
print(f"He DHF shift converted = {he['shift'] * HARTREE_CM:.2f} cm^-1")
print(f"Ne DHF shift converted = {ne['shift'] * HARTREE_EV:.4f} eV")
print(f"Ne remainder ratio, c against 3c = {rest_ratio:.2f}")
for i, label in enumerate(("1s", "2s", "2p1/2", "2p3/2")):
    print(f"Ne {label} orbital energy: HF {ne['hf']['levels'][i]:.5f}, "
          f"DHF {ne['dhf']['levels'][i]:.5f} hartree")
splitting = ne["dhf"]["levels"][3] - ne["dhf"]["levels"][2]
print(f"Ne 2p splitting = {splitting * 1e3:.3f} millihartree")
print(f"chosen Ne nuclear rms radius = {rms_fm:.1f} fm")
print(f"Ne DHF energy, extended nucleus = {extended['energy']:.6f} hartree")
print(f"Ne nuclear-size shift: DHF {size_shift * 1e6:.2f}, "
      f"formula {size_formula * 1e6:.2f} microhartree")
print(f"largest bare-nucleus level error = {bare_error:.1e} hartree")
print(f"same error with simple knots = {simple_error:.1e} hartree")
print(f"Ne DHF change on coarser mesh = {mesh_change:.1e} hartree")
print(f"Ne first-order change on coarser mesh = {mesh_first:.1e} hartree")
print(f"small Gaussian basis, Ne HF: radial {radial_hf:.6f}, "
      f"PySCF {reference[0]:.6f} hartree")
print(f"small Gaussian basis, Ne DHF: radial {radial_dhf:.6f}, "
      f"PySCF {reference[1]:.6f} hartree")
print("checks complete")
```

Output:

```
speed of light c = 137.035999 a.u.
He HF energy = -2.861680 hartree
He DHF energy, point nucleus = -2.861813 hartree
He HF density at nucleus = 3.5959 bohr^-3
He mass-velocity = -703.02 microhartree
He electron-nucleus Darwin = 601.58 microhartree
He electron-electron Darwin = -31.89 microhartree
He first-order sum = -133.33 microhartree
He DHF minus HF shift = -133.35 microhartree
He remainder, shift minus sum = -0.01 microhartree
He 9 x shift with c tripled = -133.34 microhartree
He sum without electron-electron part = -101.45 microhartree
He first-order sum / DHF shift = 0.99990
He sum without e-e part / DHF shift = 0.76078
Ne HF energy = -128.547098 hartree
Ne DHF energy, point nucleus = -128.691969 hartree
Ne HF density at nucleus = 619.9221 bohr^-3
Ne mass-velocity = -655921.33 microhartree
Ne electron-nucleus Darwin = 518546.42 microhartree
Ne electron-electron Darwin = -7117.06 microhartree
Ne first-order sum = -144491.98 microhartree
Ne DHF minus HF shift = -144871.39 microhartree
Ne remainder, shift minus sum = -379.41 microhartree
Ne 9 x shift with c tripled = -144534.01 microhartree
Ne sum without electron-electron part = -137374.91 microhartree
Ne first-order sum / DHF shift = 0.99738
Ne sum without e-e part / DHF shift = 0.94825
He DHF shift converted = -29.27 cm^-1
Ne DHF shift converted = -3.9422 eV
Ne remainder ratio, c against 3c = 81.24
Ne 1s orbital energy: HF -32.77244, DHF -32.81747 hartree
Ne 2s orbital energy: HF -1.93039, DHF -1.93585 hartree
Ne 2p1/2 orbital energy: HF -0.85041, DHF -0.85283 hartree
Ne 2p3/2 orbital energy: HF -0.85041, DHF -0.84827 hartree
Ne 2p splitting = 4.563 millihartree
chosen Ne nuclear rms radius = 3.0 fm
Ne DHF energy, extended nucleus = -128.691926 hartree
Ne nuclear-size shift: DHF 43.49, formula 41.73 microhartree
largest bare-nucleus level error = 3.9e-09 hartree
same error with simple knots = 3.5e-05 hartree
Ne DHF change on coarser mesh = 1.8e-07 hartree
Ne first-order change on coarser mesh = 1.5e-08 hartree
small Gaussian basis, Ne HF: radial -128.304140, PySCF -128.304140 hartree
small Gaussian basis, Ne DHF: radial -128.442580, PySCF -128.442580 hartree
checks complete
```
